# Superconducting gap of two-dimensional Dirac electrons at and away from neutrality

## The model

Electrons in two dimensions have Dirac bands $\varepsilon=\pm\hbar v k$, with $N_v$ cones for each spin. Energies $\varepsilon$ are measured from the Dirac point, $\mu$ is the chemical potential and $\xi=\varepsilon-\mu$. Phonons provide an attraction between time-reversed singlet pairs. It is modelled by a constant $V>0$, with the dimension of energy times area, acting when both the initial and the final pair lie in the shell $|\xi|<\Omega$:

$$H=\sum_a \xi_a\left(c^\dagger_{a\uparrow}c_{a\uparrow}+c^\dagger_{\bar a\downarrow}c_{\bar a\downarrow}\right)-\frac{V}{A}\sum_{a,a'}c^\dagger_{a'\uparrow}c^\dagger_{\bar a'\downarrow}c_{\bar a\downarrow}c_{a\uparrow}.$$

Here $A$ is the area, $a$ labels cone, band and wave vector, and $\bar a$ is the time-reversed orbital. Both bands take part. The Hartree shift is absorbed in $\mu$. Work at zero temperature in mean-field theory, with a uniform real gap

$$\Delta=\frac{V}{A}\sum_a\langle c_{\bar a\downarrow}c_{a\uparrow}\rangle\ge 0 .$$

The linear dispersion is assumed to hold throughout the shell.

## Part (a): density of states and gap equation

**Question.** Find the density of states per spin and area. Derive the gap equation and the mean-field energy per area, relative to the normal state, as a function of $\Delta$.

**Answer.** One cone has $k\,dk/(2\pi)$ states per area in each band. Since $k=|\varepsilon|/(\hbar v)$,

$$\rho(\varepsilon)=\alpha|\varepsilon|,\qquad \alpha=\frac{N_v}{2\pi(\hbar v)^2}.$$

Write the interaction as $-(V/A)P^\dagger P$ with $P=\sum_a c_{\bar a\downarrow}c_{a\uparrow}$. By definition $\langle P\rangle=A\Delta/V$. Neglecting the product of two fluctuations, $P^\dagger P\to\langle P\rangle(P+P^\dagger)-\langle P\rangle^2$, and the interaction becomes

$$-\Delta(P+P^\dagger)+\frac{A\Delta^2}{V}.$$

Each pair of orbitals $(a\uparrow,\bar a\downarrow)$ is now independent. In the state $(u+w\,c^\dagger_{a\uparrow}c^\dagger_{\bar a\downarrow})|0\rangle$, with $u^2+w^2=1$, its energy is $2\xi w^2-2\Delta uw$. Setting $u=\cos\theta$, $w=\sin\theta$ turns this into $\xi-\xi\cos2\theta-\Delta\sin2\theta$. The minimum has $\cos2\theta=\xi/E$ and $\sin2\theta=\Delta/E$, where $E=\sqrt{\xi^2+\Delta^2}$. The energy is then $\xi-E$, and $\langle c_{\bar a\downarrow}c_{a\uparrow}\rangle=uw=\Delta/(2E)$. Inserting this in the definition of $\Delta$ and dividing by $\Delta\neq0$ gives

$$1=V\int_{-\Omega}^{\Omega}\frac{\rho(\mu+\xi)}{2\sqrt{\xi^2+\Delta^2}}\,d\xi .$$

In the normal state the pair energy is $\xi-|\xi|$. The ground-state energy of the mean-field Hamiltonian, per area and relative to the normal state, is therefore

$$F(\Delta)=\frac{\Delta^2}{V}-\int_{-\Omega}^{\Omega}\rho(\mu+\xi)\,(E-|\xi|)\,d\xi .$$

Its derivative,

$$\frac{dF}{d\Delta}=2\Delta\left[\frac1V-\int_{-\Omega}^{\Omega}\frac{\rho(\mu+\xi)}{2E}\,d\xi\right],$$

vanishes at $\Delta=0$ and at a solution of the gap equation. Only at these points is $F$ the expectation value of $H$ in the paired state. Elsewhere it is larger by $(\Delta-V\langle P\rangle/A)^2/V$, the price of a $\Delta$ that is not self-consistent. Since this term is never negative and can be made zero for any state by choosing $\Delta=V\langle P\rangle/A$, the minimum of $F$ is still the lowest energy of the paired states.

## Part (b): the integral

**Question.** Set $g=V\alpha\Omega$, $m=|\mu|/\Omega$ and $d=\Delta/\Omega$. Evaluate the gap equation in closed form for every $m$.

**Answer.** The substitution $\xi\to-\xi$ exchanges $\mu$ and $-\mu$, so we may take $\mu\ge0$. With $\xi=\Omega x$ the equation is

$$\frac1g=I(m,d),\qquad I=\int_{-1}^{1}\frac{|x+m|}{2\sqrt{x^2+d^2}}\,dx .$$

The points $x$ and $-x$ have the same denominator. For $x\ge0$ their numerators combine to $\tfrac12(|m+x|+|m-x|)$, which is $m$ if $x<m$ and $x$ if $x>m$. Hence

$$I=\int_0^1\frac{\max(x,m)}{\sqrt{x^2+d^2}}\,dx .$$

The antiderivatives of $1/\sqrt{x^2+d^2}$ and $x/\sqrt{x^2+d^2}$ are $\operatorname{arsinh}(x/d)$ and $\sqrt{x^2+d^2}$. Splitting at $x=m$ when $m\le1$ gives

$$\frac1g=m\operatorname{arsinh}\frac md+\sqrt{1+d^2}-\sqrt{m^2+d^2}\qquad(m\le1),$$

$$\frac1g=m\operatorname{arsinh}\frac1d\qquad(m\ge1).$$

The two forms agree at $m=1$.

## Part (c): neutrality

**Question.** For which $g$ is there a gap at $\mu=0$, and how large is it? Is it the state of lowest energy?

**Answer.** At $m=0$ the equation is $\sqrt{1+d^2}-d=1/g$. Moving $d$ to the right and squaring,

$$1+d^2=d^2+\frac{2d}{g}+\frac1{g^2}\quad\Longrightarrow\quad d=\frac12\left(g-\frac1g\right).$$

A positive gap requires $g>1$. The critical attraction is

$$V_c=\frac1{\alpha\Omega}=\frac{2\pi(\hbar v)^2}{N_v\Omega},$$

and just above it $\Delta\approx\Omega(g-1)$: the gap opens linearly. States just outside the shell are unpaired and cost $\Omega$, so $\Delta$ is the lowest quasiparticle energy only while $\Delta\le\Omega$, that is for $g\le1+\sqrt2$.

In the variables of part (b), $dF/d\Delta=2\Delta\,\alpha\Omega\,[1/g-I]$. The integrand of $I$ falls as $d$ grows, so $I$ decreases monotonically. For $g>1$ the derivative is negative below the root and positive above it, and the root is the minimum. For $g\le1$ we have $I<1\le1/g$ for every $d>0$, so $F$ rises from zero and the normal state is stable within this model.

The threshold comes from the vanishing density of states. At a finite density of states the factor $1/|\xi|$ gives a logarithm that diverges as $\Delta\to0$, so any attraction suffices. Here the factor $|\xi|$ in the numerator cancels it, and the integral stays finite.

## Part (d): finite doping below the threshold

**Question.** Let $g<1$ and $\mu\neq0$. Does a gap exist? Find it for $\Delta\ll|\mu|\le\Omega$, with the first correction, and for $|\mu|\ge\Omega$. Compare with the usual formula $2\Omega e^{-1/\lambda}$, where $\lambda=V\rho(\mu)=gm$.

**Answer.** For $m>0$ the inverse hyperbolic sine diverges logarithmically as $d\to0$, while $I\to0$ as $d\to\infty$. Since $I$ is monotonic, there is one root for every $g>0$, and by the argument of part (c) it minimizes the energy. The threshold exists only at neutrality.

For $d\ll m\le1$ use

$$\operatorname{arsinh}\frac md\approx\ln\frac{2m}d+\frac{d^2}{4m^2},\qquad \sqrt{m^2+d^2}\approx m+\frac{d^2}{2m},\qquad \sqrt{1+d^2}\approx1+\frac{d^2}2 .$$

The terms in $d^2/m$ combine as $\tfrac14-\tfrac12=-\tfrac14$, so

$$\frac1g=1-m+m\ln\frac{2m}{d}+\frac{d^2}{2}-\frac{d^2}{4m}.$$

Dropping the quadratic terms and solving for $d$,

$$\Delta_{\exp}=\frac{2|\mu|}{e}\,e^{-t},\qquad t=\frac{1/g-1}{m}=\left(\frac1g-1\right)\frac{\Omega}{|\mu|}.$$

Keeping them, and dividing by $m$, gives the first correction

$$\ln\frac{\Delta}{\Delta_{\exp}}\approx-\frac{d^2}{4m^2}(1-2m).$$

As $\mu\to0$ at fixed $g<1$, $t$ grows without bound, $d/m$ vanishes and the exponential law becomes asymptotically correct.

Since $1/\lambda=1/(gm)$, we have $t=1/\lambda-1/m$, and therefore

$$\frac{\Delta_{\exp}}{2\Omega e^{-1/\lambda}}=m\,e^{1/m-1}.$$

The logarithm of this ratio, $\ln m+1/m-1$, is zero at $m=1$ and has slope $(m-1)/m^2<0$ for $m<1$. The ratio thus exceeds one throughout $0<m<1$. The form of $I$ with $\max(x,m)$ shows why. The usual formula takes the density of states at the Fermi level, $m$, over the whole shell, but for $x>m$ the mean of the densities at $\pm x$ is $x$, which is larger. The excess in the integral is, for $d\ll m$,

$$\int_m^1\frac{x-m}{x}\,dx=1-m+m\ln m ,$$

and dividing by $m$ reproduces the logarithm of the ratio.

For $m\ge1$ the mean density in the shell is $m$ at every $x$, and

$$\Delta=\frac{\Omega}{\sinh(1/\lambda)}\approx2\Omega e^{-1/\lambda}\qquad(\lambda\ll1).$$

This is the ordinary weak-coupling result.

## Part (e): the crossover

**Question.** Near $g=1$, with $m,d\ll1$, find the equation obeyed by $r=\Delta/|\mu|$. Discuss large positive $t$, large negative $t$ and $t=0$. Then find how a small $\mu$ changes the gap at fixed $g>1$.

**Answer.** Replace $\sqrt{1+d^2}$ by 1 and divide the gap equation by $m$:

$$t=\operatorname{arsinh}\frac1r-\sqrt{1+r^2}.$$

The neglected term is $d^2/(2m)=mr^2/2$. Coupling and doping now enter through the single variable $t$. The right side has derivative $-\sqrt{1+r^2}/r<0$ and runs from $+\infty$ to $-\infty$, so each $t$ gives one $r$.

- For $t\gg1$, $r$ is small and $r\approx(2/e)e^{-t}$, the exponential law.
- For $t\to-\infty$, $r$ is large and $r\approx|t|$, so $\Delta\approx\Omega(1-1/g)$. This is the neutral gap of part (c) to leading order in $g-1$.
- For $t=0$, put $1/r=\sinh u$. Then $\sqrt{1+r^2}=\coth u$ and the equation is $u=\coth u$. Its positive solution is $u=1.1997$, so $\Delta=0.6627\,|\mu|$.

At critical coupling the gap is thus linear in the chemical potential. The crossover between the regimes occurs around $|t|=1$, or $|\mu|\sim\Omega|1/g-1|$.

The neglected term also gives the first deviation from linearity at $g=1$. A change $\delta r$ must satisfy $-(\sqrt{1+r^2}/r)\,\delta r+mr^2/2=0$, so

$$\delta r=\frac{m r^3}{2\sqrt{1+r^2}}\approx0.121\,m .$$

For fixed $g>1$, with $m\le1$ and $m\ll d$, use $m\operatorname{arsinh}(m/d)\approx m^2/d$ and $\sqrt{m^2+d^2}\approx d+m^2/(2d)$:

$$\frac1g=\sqrt{1+d^2}-d+\frac{m^2}{2d}.$$

Let $d_0=\tfrac12(g-1/g)$ be the neutral value and $s_0=\sqrt{1+d_0^2}=d_0+1/g=\tfrac12(g+1/g)$. With $d=d_0+\delta$, the linear terms give

$$\left(\frac{d_0}{s_0}-1\right)\delta+\frac{m^2}{2d_0}=0 .$$

Since $s_0-d_0=1/g$,

$$\delta=\frac{m^2 g\,s_0}{2d_0}=\frac{g(g^2+1)}{2(g^2-1)}\,m^2 .$$

The coefficient diverges as $g\to1$, where the quadratic law gives way to the linear one.

## Part (f): numbers

**Question.** Take $\hbar v=0.5$ eV nm, $N_v=2$ and $\Omega=100$ meV. Find $V_c$ and discuss the gap for $g=0.8$, $1$ and $1.25$.

**Answer.** These are round model values, and the couplings $g$ are chosen to display the threshold, not taken from a material. They require $V$ of several eV nm$^2$, whereas the optical phonons of graphene supply an attraction roughly two orders of magnitude weaker, far below threshold. The parameters give

$$\alpha=\frac{2}{2\pi(0.5)^2}=1.273\ \text{eV}^{-2}\,\text{nm}^{-2},\qquad V_c=\frac{1}{1.273\times0.1}=7.85\ \text{eV nm}^2 .$$

The normal-state carrier density, with both spins, is $n=2\int_0^{|\mu|}\alpha\varepsilon\,d\varepsilon=\alpha\mu^2$. The paired state at the same $\mu$ holds more carriers. For $|\mu|\le\Omega$ the relative difference is small when $\Delta\ll|\mu|$ but not when $\Delta$ is comparable to $|\mu|$ or larger, so the results below are laws in $\mu$, not in density.

**Below threshold, $g=0.8$.** The crossover scale is $0.25\times100=25$ meV. At $\mu=10$ meV, where $n=1.27\times10^{10}$ cm$^{-2}$, we have $m=0.1$, $t=0.25/0.1=2.5$ and

$$\Delta_{\exp}=\frac{20}{e}\,e^{-2.5}=0.604\ \text{meV}.$$

The numerical solution of the gap equation is 0.6035 meV, or 7.00 K when divided by $k_B$. That is a conversion of units, not a transition temperature. The usual formula with $\lambda=0.08$ gives $7.45\times10^{-4}$ meV, too small by the factor $0.1\,e^{9}\approx810$.

At 25 meV the exponential law gives 6.77 meV against the solved 6.71 meV, an excess of 0.9% of the latter. At 50 meV the two agree to better than 0.1%, although $d/m$ is about 0.45. The reason is the factor $1-2m$ in the correction, which vanishes at $m=1/2$. At 100 meV the law gives 57.3 meV, below the solved 62.4 meV: there $\lambda=0.8$, and $1/\sinh(1/\lambda)$ is no longer close to $2e^{-1/\lambda}$.

**At threshold, $g=1$.** For $\mu=5$ meV the solved ratio $\Delta/|\mu|$ is 0.6689. The expansion gives $0.6627+0.121\times0.05=0.6688$. At 50 meV the ratio has risen to 0.738, so the linear law is limited to $|\mu|\ll\Omega$.

**Above threshold, $g=1.25$.** The neutral gap is $\tfrac12(1.25-0.8)\times100=22.5$ meV. The quadratic coefficient is 2.847, which predicts 25.3 meV at $\mu=10$ meV; the solved gap is 25.1 meV. At 50 meV the prediction of 93.7 meV is far from the solved 55.7 meV, because $m=0.5$ exceeds $d_0=0.225$ and the expansion no longer applies.

The numerical output also gives a case with the shell inside one band, $g=0.1$ and $\mu=200$ meV. There $\lambda=0.2$, and the solved gap and $2\Omega e^{-1/\lambda}$ are both 1.348 meV.

## Part (g): limits of the model

**Question.** Which omissions restrict the use of these results for a real material?

**Answer.** The constant $V$ contains neither Coulomb repulsion nor the frequency dependence of phonon exchange. Repulsion reduces the net attraction and can remove pairing altogether, so the statement that any $g>0$ suffices at finite doping refers to a net attraction. When $|\mu|$ is not large compared with $\Omega$, phonons are not slow on the electronic scale, and the usual argument for neglecting vertex corrections is unavailable. This is the very range in which the threshold and the crossover occur, so the numbers there describe the model and are not controlled predictions.

In two dimensions, phase fluctuations also separate the pairing scale $\Delta$ from the temperature at which superconductivity sets in. Finally, disorder or charge puddles that give a nonzero density of states at the Dirac point restore a logarithm in the gap equation as $\Delta\to0$. Within mean-field theory the sharp threshold then becomes a smooth crossover: a gap survives for $g<1$, exponentially small when that density of states is small.

## Computed values

```
hbar*v = 0.50 eV nm; v = 7.596e+05 m/s
cones per spin = 2; Omega = 100 meV
alpha = 1.2732 1/(eV^2 nm^2)
critical attraction V_c = 7.854 eV nm^2
matrix check, m=0.3, d=0.2: integral from matrices 1.017678, closed form 1.017678 (no unit)
g = 0.8: V = 6.283 eV nm^2, crossover |mu| = 25.0 meV
  mu=5 meV: n=0.0318e11 cm^-2, lambda=0.040, t=5.000, gap=0.024787 meV, exp. law=0.024788 meV, plain BCS=2.778e-09 meV
  mu=10 meV: n=0.1273e11 cm^-2, lambda=0.080, t=2.500, gap=0.60351 meV, exp. law=0.60395 meV, plain BCS=0.0007453 meV
  mu=20 meV: n=0.5093e11 cm^-2, lambda=0.160, t=1.250, gap=4.1886 meV, exp. law=4.216 meV, plain BCS=0.3861 meV
  mu=25 meV: n=0.7958e11 cm^-2, lambda=0.200, t=1.000, gap=6.7071 meV, exp. law=6.7668 meV, plain BCS=1.348 meV
  mu=50 meV: n=3.1831e11 cm^-2, lambda=0.400, t=0.500, gap=22.326 meV, exp. law=22.313 meV, plain BCS=16.42 meV
  mu=100 meV: n=12.7324e11 cm^-2, lambda=0.800, t=0.250, gap=62.425 meV, exp. law=57.301 meV, plain BCS=57.3 meV
g = 0.8, mu = 10 meV: gap/k_B = 7.003 K
enhancement m*exp(1/m-1) at m=0.1: 810.3 (no unit)
g = 1: u = coth(u) at u = 1.19968; gap/|mu| -> 0.66274
exponential law at t=0 gives gap/|mu| = 0.73576
  mu=5 meV: gap=3.3447 meV, gap/|mu|=0.66894
  mu=10 meV: gap=6.7541 meV, gap/|mu|=0.67541
  mu=20 meV: gap=13.7844 meV, gap/|mu|=0.68922
  mu=50 meV: gap=36.9199 meV, gap/|mu|=0.73840
g = 1.25: V = 9.817 eV nm^2, quadratic coefficient = 2.8472 (no unit)
  mu=0 meV: gap=22.5000 meV, quadratic law=22.5000 meV
  mu=2 meV: gap=22.6133 meV, quadratic law=22.6139 meV
  mu=5 meV: gap=23.1908 meV, quadratic law=23.2118 meV
  mu=10 meV: gap=25.0626 meV, quadratic law=25.3472 meV
  mu=50 meV: gap=55.6684 meV, quadratic law=93.6806 meV
universal crossover: t=-3, gap/|mu|=3.15709
universal crossover: t=-1, gap/|mu|=1.35458
universal crossover: t=0, gap/|mu|=0.66274
universal crossover: t=1, gap/|mu|=0.26597
universal crossover: t=3, gap/|mu|=0.03662
g = 0.1, mu = 200 meV: lambda=0.20, gap=1.34765 meV, 2*Omega*exp(-1/lambda)=1.34759 meV
```
